# Why Local-Density Helium Ionizes Too Early yet Imitates Rydberg Absorption

## Two potentials for one atom

The model is a free helium atom with a fixed nucleus, non-relativistic electrons and light in the dipole approximation. Derivations use atomic units; energies are quoted in eV, with 1 hartree = 27.211 eV. Both electrons occupy one orbital with radial function $u_{1s}(r)$, where $\int u_{1s}^2\,dr=1$, so the density is

$$n(r)=\frac{2u_{1s}^2(r)}{4\pi r^2}.$$

The orbital is the lowest solution of

$$-\tfrac12u''+v(r)u=\varepsilon u,\qquad v=-\frac2r+v_H+v_x ,$$

where $v_H$ is the electrostatic potential energy of an electron in the density $n$. The photon energy is $\omega$. In this one-particle description absorption into the continuum starts at the threshold $I=-\varepsilon$.

Two choices of $v_x$ are compared. The first is the exchange-only local-density approximation (LDA). Its energy is $E_x=-\tfrac34(3/\pi)^{1/3}\int n^{4/3}d^3r$, and differentiating with respect to $n$ gives

$$v_x^{L}=-\left(\frac{3n}{\pi}\right)^{1/3}.$$

The second is exact exchange (EXX). Two electrons of opposite spin in one orbital have no exchange with each other, so exchange has only to cancel each electron's interaction with itself. That is half of the electrostatic energy $E_H$. Hence $E_x=-\tfrac12E_H$, and since $\delta E_H/\delta n=v_H$,

$$v_x^{E}=-\tfrac12v_H .$$

EXX is the reference here. It contains no correlation and does not stand for experiment. Labels $L$ and $E$ mark the two cases.

Outside the density $v_H\to2/r$. The EXX potential therefore tends to $-2/r+2/r-1/r=-1/r$: a distant electron sees the ion it left behind. In LDA the nuclear and Hartree parts cancel, up to exponentially small terms, and the exchange part remains. With $n\sim e^{-2\kappa r}$ and $\kappa=\sqrt{2I}$, apart from powers of $r$, it falls as $e^{-2\kappa r/3}$. At 6 bohr the potentials are $-0.16$ eV in LDA and $-4.54$ eV in EXX. The Coulomb tail supports an endless series of Rydberg states. The LDA potential has no bound p state in a calculation reaching out to 60 bohr.

## How the lost tail lowers the threshold

Let $\Delta v=v_L-v_E$ and $C=\varepsilon_L-\varepsilon_E$. The EXX orbital is a trial function for the LDA Hamiltonian $h_L=h_E+\Delta v$, so

$$\varepsilon_L\le\langle h_E+\Delta v\rangle_E=\varepsilon_E+\langle\Delta v\rangle_E .$$

With the roles exchanged, $\varepsilon_E\le\langle h_L-\Delta v\rangle_L=\varepsilon_L-\langle\Delta v\rangle_L$. Together,

$$\langle\Delta v\rangle_L\le C\le\langle\Delta v\rangle_E .$$

The numbers are $10.87\le10.91\le10.95$ eV. The level shift is thus very nearly the average of $\Delta v$ over the orbital, and the threshold falls from 24.98 eV to 14.07 eV.

The potential difference is only roughly constant: 7.1 eV at 0.1 bohr, 12.1 eV at 0.5 bohr, 11.3 eV at 1 bohr, 8.8 eV at 2 bohr and 6.0 eV at 4 bohr. A constant added everywhere would change no threshold, because the level and the potential at infinity would rise together. What matters is that the interior is raised while the potential at infinity stays at zero.

A second potential isolates this effect:

$$v_{cut}(r)=\min\,[\,v_E(r)+C,\;0\,].$$

Inside a radius of about $1/C=2.49$ bohr this is the EXX potential moved up by $C$. Outside, the part that would climb towards $C$ is replaced by zero, so the Coulomb tail is gone. The 1s orbital has little weight there, its energy is almost $\varepsilon_E+C$, and the threshold should be almost $I_E-C=14.07$ eV. Direct solution gives 14.10 eV. The value of $C$ was taken from LDA, so this does not predict the size of the shift. Smaller values are returned in the same way: $C=6.80$ eV gives a threshold of 18.18 eV. Larger ones are returned less closely, because the cut reaches into the orbital: $C=15$ eV gives 10.22 eV instead of 9.98 eV, and $C=20$ eV gives 6.06 eV instead of 4.98 eV. The construction shows that a potential with the EXX interior shape, whose climb is stopped a distance $C$ below the true limit, has its threshold lowered by almost exactly $C$, as long as the cut lies outside most of the orbital. The raised interior is essential: setting $v_E$ to zero beyond 2.5 bohr without adding $C$ lowers the threshold only to 24.84 eV.

## Lines and continuum on one scale

For one electron the oscillator strength is $2\omega|\langle f|z|i\rangle|^2$. From an s state, $z=r\cos\theta$ reaches the p state with $m=0$, and the angular integral of $Y_{10}\cos\theta\,Y_{00}$ is $1/\sqrt3$. Two electrons then give

$$f_n=2\cdot2\omega_n\cdot\tfrac13D_n^2=\tfrac43\omega_nD_n^2,\qquad D_n=\int u_n\,r\,u_{1s}\,dr .$$

For the continuum, $df/d\omega=\frac43\omega D_E^2$, with a final wave normalized per unit energy. Its amplitude far out is $\sqrt{2/(\pi p)}$, where $p$ is the local momentum.

To compare lines with a continuum, each line must be spread over the energy interval that belongs to it. Rydberg energies relative to threshold are $E_n=-1/(2\nu^2)$, where $\nu$ is $n$ minus a nearly constant quantum defect. Then $dE/dn=\nu^{-3}$, and the averaged density is $f_n\nu^3$.

This density joins the true continuum at threshold. To leading semiclassical order a bound wave is $u_n=A\,p^{-1/2}\sin\phi$. The average of $\sin^2\phi$ is $\tfrac12$, so normalization requires

$$1=\frac{A^2}{2}\int\frac{dr}{p}=\frac{A^2}{2}\,\pi\nu^3 .$$

Here $\int dr/p$ is the time from the inner to the outer turning point, half of the Kepler period $2\pi\nu^3$. Thus $A^2=2/(\pi\nu^3)$, while an energy-normalized wave has $A^2=2/\pi$. Multiplying $u_n^2$ by $\nu^3$ turns one normalization into the other. In EXX helium the densities of the 3p and 4p lines, extrapolated linearly to threshold, give 0.0753 per eV; the continuum calculated there has 0.0754 per eV.

The first line shows the arithmetic. It lies at 21.511 eV with $f=0.3316$. Its binding energy is $24.979-21.511=3.468$ eV, so $\nu=\sqrt{13.606/3.468}=1.981$ and

$$f\nu^3=0.3316\times7.77=2.58\ \text{per hartree}=0.0947\ \text{per eV}.$$

If every line is spread from $\nu-\frac12$ to $\nu+\frac12$, neighbouring intervals meet when the quantum defect is constant. The series then fills a window whose lower edge, with one more digit kept, has $\nu=1.4807$:

$$24.979-\frac{13.606}{1.4807^2}=18.77\ \text{eV}.$$

This Rydberg window, from 18.77 to 24.98 eV, is where the LDA continuum can fairly be asked to replace the lines.

## Why the LDA continuum can do it

A p wave that starts at the nucleus as $w\to r^2$ obeys

$$w''=2\left[\frac1{r^2}+v(r)-E\right]w,\qquad E=\omega+\varepsilon .$$

What shapes it is $E-v$. At equal photon energy,

$$(E-v)_L-(E-v)_E=(\varepsilon_L-\varepsilon_E)-(v_L-v_E)=C-\Delta v .$$

The level shift and the potential shift cancel as far as $\Delta v$ is constant. The electron leaves LDA helium with about 11 eV more kinetic energy at infinity, but inside the atom it moves with nearly the same local kinetic energy. At a photon energy near the EXX threshold, $E-v$ agrees to 2% at 0.5 and 1 bohr, and is 15% higher in LDA at 2 bohr and 40% higher at 3 bohr. An EXX Rydberg wave and an LDA continuum wave therefore look alike where the 1s orbital is large, and part farther out.

The normalized wave is $u_E=a\,w$, where $a$ measures how much of the outer wave reaches the core. Hence

$$\frac{df}{d\omega}=\tfrac43\,\omega\,a^2M^2,\qquad M=\int w\,r\,u_{1s}\,dr .$$

The comparison is made at a photon energy 0.27 eV above the EXX threshold. The ratio LDA/EXX is 0.890 for $M^2$ and 0.905 for $a^2$, so the density ratio is $0.890\times0.905=0.81$. If instead both electrons leave with the same kinetic energy of 0.27 eV, the ratio of $M^2$ is 10.2. Equal photon energy, not equal kinetic energy, is thus the condition under which the interior waves correspond: the ratio $w_L/w_E$ is within 1% of 1 at 0.5, 1 and 2 bohr for equal photon energy, against 1.53 at 2 bohr for equal kinetic energy. The match ends there, with 0.85 at 3 bohr and 0.23 at 4 bohr, and about half of $M$ comes from beyond 2 bohr. The value 0.890 combines two opposite effects: with the EXX orbital kept, the change of wave gives 0.81, and with the EXX wave kept, the more diffuse LDA orbital gives 1.16. The two factors do not simply multiply: their product is 0.94, and with the LDA wave in place the change of orbital gives only 1.10.

At the three lowest EXX lines the averaged densities and the LDA continuum compare as follows.

| Line | Energy (eV) | EXX (1/eV) | LDA (1/eV) |
|---|---:|---:|---:|
| 2p | 21.51 | 0.0947 | 0.0727 |
| 3p | 23.45 | 0.0836 | 0.0661 |
| 4p | 24.12 | 0.0799 | 0.0636 |

LDA is 20 to 23% below EXX at these energies. Integrated over the Rydberg window it carries 0.439, against 0.504 for all EXX lines together, a deficit of 13%. This figure depends on the lower edge of the window, which is a convention: an edge half a local spacing $\nu^{-3}$ below the 2p line, at 19.76 eV, leaves LDA with 0.363, a deficit of 28%. The integral agrees better than the densities at the lines mainly because $f\nu^3$ uses the spacing $\nu^{-3}$ at the line itself, while the interval given to a low line is wider than that. The 2p interval runs from $\nu=1.481$ to $\nu=2.481$, that is from 18.77 to 22.77 eV, so the spread line has a mean density of $0.3316/4.00=0.083$ per eV instead of 0.0947. The LDA density varies less in the lower part of the window: between 18.77 and 21.51 eV it averages $(0.4394-0.2315)/2.74=0.076$ per eV, not far above its value of 0.0727 at the 2p line. Here $0.2315=0.6806-0.4491$ is the LDA strength from the 2p line to the EXX threshold.

## The soft start of the false absorption

LDA helium also absorbs between 14.07 and 18.77 eV, where the EXX atom has neither lines nor their spread intervals. This absorption starts from zero at the LDA threshold, for a reason that again lies in the tail.

Outside a short-range potential the p wave at vanishing energy obeys $w''=2w/r^2$, so $w=\alpha r^2+\beta/r$. At small momentum $k=\sqrt{2E}$ the free, energy-normalized p wave is, for $kr\ll1$,

$$\sqrt{\frac{2}{\pi k}}\;\frac{(kr)^2}{3}.$$

Matching the $r^2$ terms of $a\,w$ and this wave gives

$$a=\frac{1}{3\alpha}\sqrt{\frac2\pi}\,k^{3/2},\qquad a^2\propto k^3\propto E^{3/2},$$

provided $\alpha\ne0$, that is, no p state sits right at threshold. The factors $M$ and $\omega$ stay finite, so $df/d\omega\propto E^{3/2}$ to leading order. Between 0.003 and 0.006 hartree above the LDA threshold the calculated exponent is 1.54. The local exponent stays near 1.5 up to about 0.5 eV above threshold and falls to 1.3 at 1 eV and 0.8 at 2 eV; the density reaches half of its maximum of 0.078 per eV at 15.5 eV. In LDA the effective potential $1/r^2+v$ is positive and falls steadily with $r$ in the range examined, out to 30 bohr, so the centrifugal repulsion keeps slow electrons away from the core. In EXX it is negative beyond 0.88 bohr, the Coulomb tail outweighs the centrifugal term at all larger distances, and the density at threshold is finite.

The soft start limits the false absorption but does not make it small. Below the Rydberg window LDA carries $0.6806-0.4394=0.241$. Below the first actual EXX line it carries 0.449, about two thirds of its strength in the whole gap between the thresholds. A spectrum resolved finely enough to separate the lines shows no mimicry: EXX has sharp lines and transparent intervals where LDA has a smooth band.

## What the sum rules allow

For a local potential $[h,z]=-ip_z$, and therefore $[z,[h,z]]=-i[z,p_z]=1$. Writing out the double commutator in the state $i$ gives

$$1=\langle2zhz-z^2h-hz^2\rangle=2\sum_f(\varepsilon_f-\varepsilon_i)|\langle f|z|i\rangle|^2 .$$

Each electron thus has total strength 1 and the atom has 2, in LDA as in EXX. The absence of Rydberg states cannot destroy strength; it can only move it. Explicit integration gives 1.9997 in both cases.

This rule alone does not fix where the strength goes. In the whole gap LDA has 0.681, which is 35% more than the 0.504 of the EXX lines. The excess of 0.177 is missing above the EXX threshold, where LDA has 1.319 and EXX 1.496.

A second sum rule shows in which direction the strength must move. Since $f/\omega=\frac43D^2$, and the p waves form a complete set of radial functions,

$$\sum\frac f\omega=\tfrac43\int u_{1s}^2r^2dr=\tfrac43\langle r^2\rangle ,$$

with the sum including the continuum. The LDA orbital is more diffuse: $\langle r^2\rangle$ is 1.328 bohr² instead of 1.185 bohr², an increase of 12%. This comes mainly from the variation of $\Delta v$ inside the atom, not from the low threshold: the cut potential, with nearly the same threshold, gives only 1.217 bohr², while the LDA potential inside 4 bohr joined to a Coulomb tail has a threshold of 20.1 eV and gives 1.325 bohr². At fixed total strength the average of $1/\omega$ must then be 12% larger, so strength has to move to lower photon energy. The rule does not say how much of it crosses the EXX threshold, since a shift within the gap also raises this average.

The role of the orbital can be isolated by keeping the LDA final waves and photon energies fixed and replacing only the 1s orbital by the EXX one. The gap strength drops from 0.681 to 0.527, which removes 0.154 of the excess of 0.177. For this mixed calculation the total need not be 2, because the orbital is not an eigenstate of the LDA Hamiltonian. It is 1.93; rescaled to 2, the gap strength is 0.545, and the share of the excess removed is 77% instead of 87%. It serves to identify the cause, not as a better spectrum.

The cut potential gives the complementary case: the tail is lost but the orbital hardly changes. Its continuum carries 0.498 in the gap, 1% less than the EXX lines. In this atom, then, the cut potential turns the Rydberg strength into continuum strength of almost the same total amount over the whole gap. Only 0.389 of it lies in the Rydberg window, 23% below the lines, and the match depends on $C$: the gap strength is 0.50 for $C=6.80$ eV but 0.64 for $C=15$ eV. The diffuse orbital accounts for a large part of the LDA excess, but its share depends on the final waves it is paired with. Combined with the EXX lines, the LDA orbital produces 98% of the excess, or 81% after rescaling; combined with the cut continuum it produces only about half. The two sum rules do not require so close an agreement, and it should not be assumed for other atoms.

## Where averaging is not enough

A quantity that weights low photon energies strongly exposes the misplaced absorption. The static polarizability of independent electrons is

$$\alpha_0=\sum\frac{f}{\omega^2},$$

again including the continuum. It is 1.487 bohr³ in EXX and 1.946 bohr³ in LDA, 31% too large relative to EXX. Both the diffuse orbital and the early onset of absorption act in this direction.

So far the electrons have responded to the light field alone. In reality the light also disturbs the density, and the changed Hartree and exchange potentials act back. Including this response to first order, with the exchange potential following the density instantaneously, lowers the polarizabilities to 1.322 bohr³ in EXX and 1.765 bohr³ in LDA. The EXX value agrees with a separate Hartree–Fock calculation in a finite electric field, 1.322 bohr³. The LDA error remains, now about one third.

The response also redistributes absorption. The first EXX line moves from 21.51 to 21.69 eV, and its strength falls from 0.332 to 0.252. The strengths below the EXX threshold become 0.396 for the lines and 0.585 for LDA, so the LDA excess over the whole gap grows from 35% to about 48%. In the Rydberg window, which now starts at 19.19 eV, LDA carries 0.346, again 13% less than the lines. The mimicry is thus a property of averaged strength at the level of some tens of per cent, with or without the response.

Correlation is the other omission. Adding the local VWN correlation potential raises the LDA threshold from 14.07 to 15.52 eV. The change of 1.5 eV is small beside the shift of 10.9 eV, but it alters the sizes found above. Measured against the same EXX reference, the excess over the whole gap falls from 35% to 27%, the deficit in the Rydberg window from 13% to 7%, and the polarizability with response from 1.765 to 1.658 bohr³. Like LDA exchange, this correlation potential depends only on the density at the same point, so it restores no Coulomb tail.

## Far above threshold: 13.5 nm

Extreme-ultraviolet lithography works at 13.5 nm, or 91.84 eV. The cross-section follows from the dynamic polarizability. Its imaginary part is $(\pi/2\omega)\,df/d\omega$, and absorption is $\sigma=(4\pi\omega/c)\,\mathrm{Im}\,\alpha$, so

$$\sigma=\frac{2\pi^2}{c}\frac{df}{d\omega}.$$

This gives 0.417 Mb in EXX and 0.395 Mb in LDA, where 1 Mb is $10^{-22}$ m². LDA is 5% low, although its threshold is 44% too low. At 680 eV the ratio LDA/EXX is 0.992 without the response and 0.975 with it. With the response the agreement is best, at 0.985, near 150 to 250 eV, and the ratio falls to 0.969 at 2000 eV. Without the response the ratio rises from 0.915 at 60 eV to 0.992 at 400 and 680 eV and falls again to 0.982 at 2000 eV. The cut potential, which has nearly the same low threshold as LDA, gives the EXX cross-section at 91.84 eV within 1%, so the low threshold alone costs little at this energy.

Consider 1 m of helium at 5 Pa and 295 K. The number density is $P/k_BT=1.23\times10^{21}$ m⁻³, and in EXX

$$1-e^{-N\sigma L}=1-e^{-0.0512}=5.0\%$$

of the light is lost; in LDA it is 4.7%. Exposure tools use a background gas, mainly hydrogen, at roughly a few pascals, so the pressure and path are of a realistic order while helium stands in as the solvable atom. The loss itself does not carry over: two free hydrogen atoms have only 0.050 Mb at this energy, about a tenth of the helium value, and would remove about 0.6% of the light. In a real tool the gas is neither pure nor at one temperature. At fixed pressure, gas that is 10% hotter has about 9% fewer atoms and absorbs about 9% less, which already exceeds the difference between the two potentials. The electronic response is larger still: it raises the EXX cross-section by 19%, to 0.498 Mb. Double excitation and double ionization are left out of all these numbers, and their effect has not been sized.

For this atom the use of LDA absorption therefore depends on the question. From 92 to 2000 eV its cross-section is within about 5% of that of EXX at the same level of response; between 30 and 50 eV it is still 10 to 18% low with exchange only. In the Rydberg window it supplies a rough average if the lines are not resolved, 13% low with exchange only for the window that starts at 18.77 eV. This figure depends strongly on the lower edge: there is no deficit for an edge at 17.9 eV, 28% for 19.76 eV, and 40% for 20.54 eV, which lies half the 2p–3p distance below the 2p line. It cannot supply the onset of ionization, the positions of the lines or the transparency below them, because these depend on the tail that the potential lacks. This limit concerns the spectrum built on the LDA orbital energy; the difference of the total energies of He and He⁺, with spin-polarized He⁺, places the onset at 22.1 eV with exchange only and at 24.3 eV with VWN correlation. The same difference in EXX is 23.45 eV, not 24.98 eV, because it includes the relaxation of the remaining electron.

## Numbers as computed

```
EXX threshold                      24.979 eV
LDA exchange-only threshold        14.067 eV
LDA threshold with VWN correlation 15.522 eV
level shift C                      10.911 eV
bracket of C: lower, upper         10.868, 10.950 eV
v_LDA - v_EXX at r = 0.1 bohr      7.12 eV
v_LDA - v_EXX at r = 0.5 bohr      12.08 eV
v_LDA - v_EXX at r = 1.0 bohr      11.27 eV
v_LDA - v_EXX at r = 2.0 bohr      8.79 eV
v_LDA - v_EXX at r = 4.0 bohr      6.00 eV
v_LDA, v_EXX at r = 6 bohr         -0.161, -4.535 eV
cut-tail EXX: cut radius           2.49 bohr
cut-tail EXX: threshold            14.097 eV
bound p states in LDA              0
EXX line 1s-2p: energy, f         21.511 eV, 0.3316
  averaged density EXX, LDA        0.0947, 0.0727 1/eV
EXX line 1s-3p: energy, f         23.445 eV, 0.0861
  averaged density EXX, LDA        0.0836, 0.0661 1/eV
EXX line 1s-4p: energy, f         24.119 eV, 0.0346
  averaged density EXX, LDA        0.0799, 0.0636 1/eV
EXX density at threshold           0.0754 1/eV
  same, extrapolated from lines    0.0753 1/eV
Rydberg window starts at           18.774 eV
all EXX lines together             0.5039
LDA continuum in Rydberg window    0.4394
LDA continuum in whole gap         0.6806
  same, with EXX 1s orbital        0.5271
cut-tail EXX continuum in gap      0.4976
1s mean square radius EXX, LDA     1.1848, 1.3275 bohr^2
above EXX threshold: EXX, LDA      1.4959, 1.3191
total strength: EXX, LDA           1.9997, 1.9997
LDA strength below first EXX line  0.4491
LDA threshold exponent             1.542
M^2 LDA/EXX, same photon energy    0.890
a^2 LDA/EXX, same photon energy    0.905
M^2 LDA/EXX, same kinetic energy   10.224
  (EXX taken above threshold by    0.272 eV)
polarizability EXX, LDA            1.487, 1.946 bohr^3
  with response EXX, LDA           1.322, 1.765 bohr^3
  Gaussian finite-field HF         1.322 bohr^3
first line with response: E, f     21.687 eV, 0.2519
below EXX threshold, response: EXX 0.3963
  same, LDA                        0.5845
photon energy at 13.5 nm           91.84 eV
cross-section EXX, LDA             0.4173, 0.3951 Mb
  with response EXX, LDA           0.4983, 0.4816 Mb
LDA/EXX cross-section at 680 eV    0.992
gas: pressure, path, temperature   5 Pa, 1 m, 295 K
light lost in gas: EXX, LDA        4.99, 4.73 %
hydrogen test density, analytic    1.5632, 1.5629 1/Ha
```
